**Dissociation of a dimer vapour, tested by minimizing the Gibbs energy**

For the ideal-gas equilibrium D ⇌ 2M, the dissociated fraction is $\alpha=\sqrt{K_p/(K_p+4P)}$, and half dissociation occurs at $P=3K_p/4$. Here $P=p_M+p_D$ is the pressure of monomer and dimer together, and $K_p=p_M^2/p_D$. The program finds $\alpha$ by numerical minimization of a Gibbs energy built from chemical potentials, without using the law of mass action. It asserts that the minimum agrees with the formula from 10 Pa to $10^7$ Pa, and that a root search on the minimized fraction returns the half-dissociation pressure. It also asserts the slope of the Gibbs energy, the equal-number point $P=2K_p$, the low- and high-pressure limits, and the extension to an inert carrier gas. For the round model parameters at 400 K the output gives $K_p=9022.5$ Pa and a half-dissociation pressure of 6766.9 Pa. With 100 moles of carrier per mole of dimer at a reactor pressure of $10^4$ Pa, $\alpha$ is 0.960, whereas inserting the reactor pressure in the undiluted formula would give 0.429.

## Numerical verification

```python
"""
Dissociation of a dimer vapour, D <=> 2 M, in an ideal gas at equilibrium.
Result under test:
    alpha = sqrt(Kp / (Kp + 4 P)),   alpha = 1/2 at P = 3 Kp / 4
alpha : fraction of the original dimers that has dissociated
P     : total pressure of the dimer and monomer vapour, p_M + p_D
Kp    : p_M**2 / p_D at equilibrium, a pressure
r     : moles of inert carrier gas per mole of dimer fed (0 = no carrier)
The independent road is direct minimization of the Gibbs energy, built
from ideal-gas chemical potentials without the law of mass action.
The thermochemical parameters are round model values.
"""
import numpy as np
from scipy.constants import R, bar
from scipy.optimize import brentq, minimize_scalar

T = 400.0             # temperature, K
dH = 80.0e3           # standard dissociation enthalpy, J/mol
dS = 180.0            # standard dissociation entropy, J/(mol K)
p_std = 1.0e5         # standard pressure, Pa
dG = dH - T * dS      # standard dissociation Gibbs energy, J/mol
Kp = p_std * np.exp(-dG / (R * T))


def partial_pressures(alpha, P, r=0.0):
    """Monomer, dimer and carrier pressures from the mole numbers."""
    total = 1.0 + alpha + r
    return (2 * alpha * P / total, (1 - alpha) * P / total, r * P / total)


def gibbs(alpha, P, r=0.0):
    """Gibbs energy / (RT) per mole of dimer fed; zero level: pure D at p_std."""
    p_m, p_d, p_c = partial_pressures(alpha, P, r)
    mu_m = 0.5 * dG / (R * T) + np.log(p_m / p_std)
    mu_d = np.log(p_d / p_std)
    g = 2 * alpha * mu_m + (1 - alpha) * mu_d
    if r > 0:
        g += r * np.log(p_c / p_std)
    return g


def alpha_min(P, r=0.0):
    """Dissociated fraction at the numerical minimum of the Gibbs energy."""
    res = minimize_scalar(gibbs, bounds=(1e-12, 1 - 1e-12), args=(P, r),
                          method="bounded", options={"xatol": 1e-11})
    assert res.success
    return res.x


def alpha_formula(P):
    return np.sqrt(Kp / (Kp + 4 * P))


def alpha_carrier(P, r):
    a, b, c = Kp + 4 * P, Kp * r, -Kp * (1 + r)
    return (-b + np.sqrt(b * b - 4 * a * c)) / (2 * a)


# Locating a minimum from function values is accurate to about the square
# root of machine precision, hence the tolerance 1e-6 on alpha.
TOL = 1e-6

# Slope of the Gibbs energy: finite difference against the derived formula
step = 1e-5
for r in (0.0, 3.0, 100.0):
    for a in (0.1, 0.4, 0.8):
        P = 2.0e4
        numeric = (gibbs(a + step, P, r) - gibbs(a - step, P, r)) / (2 * step)
        p_m, p_d, _ = partial_pressures(a, P, r)
        derived = dG / (R * T) + np.log(p_m**2 / (p_d * p_std))
        assert abs(numeric - derived) < 1e-6

# Dissociated fraction without carrier gas
for P in np.logspace(1, 7, 13):
    assert abs(alpha_min(P) - alpha_formula(P)) < TOL

# Pressure of half dissociation, by root search on the minimized fraction
P_half = brentq(lambda P: alpha_min(P) - 0.5, 1e2, 1e6, rtol=1e-10)
assert abs(P_half / (0.75 * Kp) - 1) < 1e-5

# Equal numbers of monomers and dimers
a_equal = alpha_min(2 * Kp)
pm_equal, pd_equal, _ = partial_pressures(a_equal, 2 * Kp)
assert abs(a_equal - 1 / 3) < TOL
assert abs(pm_equal / pd_equal - 1) < 1e-5

# Limits of low and high pressure
P_low, P_high = 1.0, 1.0e7
a_low, a_high = alpha_min(P_low), alpha_min(P_high)
a_high_limit = 0.5 * np.sqrt(Kp / P_high)
assert 1 - a_low < 1e-3
assert abs(a_high / a_high_limit - 1) < 1e-3   # next term is Kp/(8P)

# Carrier gas: quadratic, and the first formula with P = p_M + p_D
for r in (1.0, 10.0, 100.0):
    for P in (1e3, 1e4, 1e5, 1e6):
        a = alpha_min(P, r)
        p_m, p_d, _ = partial_pressures(a, P, r)
        assert abs(a - alpha_carrier(P, r)) < TOL
        assert abs(a - alpha_formula(p_m + p_d)) < TOL

r_ex, P_reactor = 100.0, 1.0e4
P_half_c = brentq(lambda P: alpha_min(P, r_ex) - 0.5, 1e3, 1e7, rtol=1e-10)
assert abs(P_half_c / (Kp * (3 + 2 * r_ex) / 4) - 1) < 1e-5
pm_hc, pd_hc, _ = partial_pressures(0.5, P_half_c, r_ex)
assert abs((pm_hc + pd_hc) / (0.75 * Kp) - 1) < 1e-5

# Worked example
print(f"temperature T = {T:.0f} K")
print(f"standard enthalpy of dissociation = {dH/1e3:.0f} kJ/mol")
print(f"standard entropy of dissociation = {dS:.0f} J/(mol K)")
print(f"standard pressure = {p_std:.0f} Pa")
print(f"gas constant R = {R:.6f} J/(mol K)")
print(f"standard Gibbs energy of dissociation = {dG/1e3:.3f} kJ/mol")
print(f"dG/(RT) = {dG/(R*T):.4f} (no unit)")
print(f"Kp = {Kp:.1f} Pa")
print(f"half-dissociation pressure, formula = {0.75*Kp:.1f} Pa")
print(f"half-dissociation pressure, formula = {0.75*Kp/bar:.5f} bar")
print(f"half-dissociation pressure, minimized G = {P_half:.1f} Pa")
pm_h, pd_h, _ = partial_pressures(0.5, 0.75 * Kp)
print(f"  monomer pressure there = {pm_h:.1f} Pa")
print(f"  dimer pressure there = {pd_h:.1f} Pa")
print(f"equal-number pressure 2 Kp = {2*Kp:.1f} Pa")
print(f"  alpha there, minimized G = {a_equal:.5f}")
for P in (1e3, 1e4, 1e5):
    a = alpha_formula(P)
    p_m, p_d, _ = partial_pressures(a, P)
    print(f"P = {P:.0f} Pa: alpha formula = {a:.5f}, "
          f"minimized G = {alpha_min(P):.5f}")
    print(f"  p_M = {p_m:.1f} Pa, p_D = {p_d:.1f} Pa")
print(f"low pressure {P_low:.0f} Pa: alpha, minimized G = {a_low:.5f}")
print(f"high pressure {P_high:.0f} Pa: alpha, minimized G = {a_high:.6f}")
print(f"  high-pressure limit formula = {a_high_limit:.6f}")
a_c = alpha_carrier(P_reactor, r_ex)
pm_c, pd_c, _ = partial_pressures(a_c, P_reactor, r_ex)
print(f"carrier ratio r = {r_ex:.0f} mol per mol of dimer fed")
print(f"reactor pressure = {P_reactor:.0f} Pa")
print(f"  alpha with carrier, quadratic = {a_c:.5f}")
print(f"  alpha with carrier, minimized G = {alpha_min(P_reactor, r_ex):.5f}")
print(f"  p_M + p_D with carrier = {pm_c+pd_c:.2f} Pa")
print(f"  alpha if reactor pressure is misused = "
      f"{alpha_formula(P_reactor):.5f}")
print(f"reactor pressure for half dissociation, r = {r_ex:.0f}: "
      f"{Kp*(3+2*r_ex)/4:.0f} Pa")
print("OK")
```

Printed output:

```
temperature T = 400 K
standard enthalpy of dissociation = 80 kJ/mol
standard entropy of dissociation = 180 J/(mol K)
standard pressure = 100000 Pa
gas constant R = 8.314463 J/(mol K)
standard Gibbs energy of dissociation = 8.000 kJ/mol
dG/(RT) = 2.4054 (no unit)
Kp = 9022.5 Pa
half-dissociation pressure, formula = 6766.9 Pa
half-dissociation pressure, formula = 0.06767 bar
half-dissociation pressure, minimized G = 6766.9 Pa
  monomer pressure there = 4511.3 Pa
  dimer pressure there = 2255.6 Pa
equal-number pressure 2 Kp = 18045.0 Pa
  alpha there, minimized G = 0.33333
P = 1000 Pa: alpha formula = 0.83237, minimized G = 0.83237
  p_M = 908.5 Pa, p_D = 91.5 Pa
P = 10000 Pa: alpha formula = 0.42901, minimized G = 0.42901
  p_M = 6004.3 Pa, p_D = 3995.7 Pa
P = 100000 Pa: alpha formula = 0.14852, minimized G = 0.14852
  p_M = 25863.1 Pa, p_D = 74136.9 Pa
low pressure 1 Pa: alpha, minimized G = 0.99978
high pressure 10000000 Pa: alpha, minimized G = 0.015017
  high-pressure limit formula = 0.015019
carrier ratio r = 100 mol per mol of dimer fed
reactor pressure = 10000 Pa
  alpha with carrier, quadratic = 0.95993
  alpha with carrier, minimized G = 0.95993
  p_M + p_D with carrier = 192.23 Pa
  alpha if reactor pressure is misused = 0.42901
reactor pressure for half dissociation, r = 100: 457893 Pa
OK
```
